# Surface-limited growth rate from two speeds of a rotating-disk reactor: a program that tests the result

```python
"""Rotating-disk growth: test of 1/G = 1/Gs + 1/(A sqrt(Omega)).

G: growth rate; Gs: surface-limited rate; A sqrt(Omega): transport limit.
The law is compared with the coupled flow, heat and species equations over
a hot disk with a reacting surface. Height is density weighted. Lengths are
in sqrt(nu/Omega_ref), speeds in Omega_ref, where Omega_ref is 400 rpm.
Fields: axial mass flux m, radial F, azimuthal V, temperature t, precursor X,
the last two relative to the inlet. P, Q, R, J are the diffusive fluxes.
Material parameters are round, rough values for metal-organic growth.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_bvp, cumulative_trapezoid, simpson
from scipy.optimize import brentq

rpm = np.array([400.0, 900.0, 1600.0])
G1, G2 = 2.0, 2.5                       # um/h
T_in, T_wafer = 300.0, 800.0            # K
pressure_torr = 76.0
nu = 1.0e-3                             # m2/s at the inlet state
radius = 0.100                          # m
schmidt, prandtl = 2.5, 0.7
solid_volume = 4.5e-29                  # m3 per incorporated precursor atom
soret_factor = 1.0
activation_eV, temperature_drop = 1.0, 5.0
hot = T_wafer / T_in
speed = rpm / rpm[0]


def solve_disk(omega, wall_t, kappa, order=1.0, soret=0.0,
               start=None, length=20.0):
    """Solve the full disk problem with surface flux J = kappa X**order."""
    def equations(eta, y):
        m, F, P, V, Q, t, R, X, J = y
        t_safe = np.maximum(t, 0.2)     # guards only trial iterations
        C = t_safe**(-0.3)
        dF, dV, dt = P / C, Q / C, prandtl * R / C
        dX = schmidt * J / C - soret * X * dt / t_safe
        return np.vstack((-2*F, dF, F**2 - V**2 + m*dF, dV,
                          2*F*V + m*dV, dt, m*dt, dX, m*dX))

    def boundaries(a, b):
        if kappa == 0:
            surface = a[8]
        else:
            surface = a[7] - (abs(a[8]) / kappa)**(1/order)
        return np.array([a[0], a[1], a[3] - omega, a[5] - wall_t, surface,
                         b[1], b[3], b[5] - 1, b[7] - 1])

    if start is None:
        eta = length * np.linspace(0, 1, 180)**1.5
        s, a = np.sqrt(omega), 1.1
        q = s * eta
        e, v = np.exp(-a*q), np.exp(-0.65*q)
        h = np.exp(-0.6*q)
        x = np.exp(-q)
        guess = np.vstack((-s*(1-(1+a*q)*e)/a**2, 0.5*s**2*q*e,
                           0.5*s**3*(1-a*q)*e, s**2*v, -0.65*s**3*v,
                           1+(wall_t-1)*h, -0.6*s*(wall_t-1)*h/prandtl,
                           1-0.6*x, 0.6*s*x/schmidt))
    else:
        eta, guess = start.x, start.y
    answer = solve_bvp(equations, boundaries, eta, guess,
                       tol=1e-6, max_nodes=20000)
    assert answer.status == 0, answer.message
    return answer


def absorbing_flux(solution):
    """Transport-limited flux by double quadrature over the solved flow."""
    eta = np.linspace(0, solution.x[-1], 8001)
    y = solution.sol(eta)
    C = y[5]**(-0.3)
    exponent = schmidt * cumulative_trapezoid(y[0]/C, eta, initial=0)
    return 1 / (schmidt * simpson(np.exp(exponent)/C, x=eta))


def extrapolate(first, second):
    """Intercept of the straight line through the two inverse rates."""
    slope, intercept = np.polyfit(1/np.sqrt(rpm[:2]),
                                  [1/first, 1/second], 1)
    return 1/intercept, slope


def infer_limits(order):
    """Surface and 400-rpm transport limits for a chosen reaction order."""
    ratio = np.sqrt(speed[1])
    difference = ratio*G2**(1/order) - (G2/G1)*G1**(1/order)*1.0
    # The transport balance is ratio*G1*(1-x2) = G2*(1-x1).
    numerator = ratio*G1*G2**(1/order) - G2*G1**(1/order)
    Gs_order = (numerator/(ratio*G1-G2))**order
    assert np.isclose(difference*G1, numerator)
    Gt_order = G1/(1-(G1/Gs_order)**(1/order))
    return Gs_order, Gt_order


def balance_rate(Gs_value, Gt_value, order):
    upper = min(Gs_value, Gt_value)
    return brentq(lambda g: (g/Gs_value)**(1/order) + g/Gt_value - 1,
                  0, upper)


# Flow solutions and the square-root law of transfer
bases = []
for omega in speed:
    cool = solve_disk(omega, 1.0, 0.5)
    bases.append(solve_disk(omega, hot, 0.5, start=cool))
fluxes = np.array([absorbing_flux(b) for b in bases])
assert np.allclose(fluxes/fluxes[0], np.sqrt(speed), rtol=2e-4)
long_cool = solve_disk(1.0, 1.0, 0.5, length=28.0)
long_hot = solve_disk(1.0, hot, 0.5, start=long_cool)
domain_shift = absorbing_flux(long_hot)/fluxes[0] - 1
assert abs(domain_shift) < 2e-4

# The measured rates and the full reacting-disk calculation
Gs, slope = extrapolate(G1, G2)
Gt = np.sqrt(rpm)/slope
order_results = {}
for order in (0.5, 1.0, 2.0):
    Gs_n, Gt_n = infer_limits(order)
    kappa = fluxes[0]*Gs_n/Gt_n
    runs = [solve_disk(w, hot, kappa, order, start=b)
            for w, b in zip(speed, bases)]
    full_rates = np.array([r.y[8, 0] for r in runs])*Gt_n/fluxes[0]
    simple = np.array([balance_rate(Gs_n, Gt_n*np.sqrt(w), order)
                       for w in speed])
    assert np.allclose(full_rates, simple, rtol=3e-4)
    assert np.allclose(full_rates[:2], [G1, G2], rtol=3e-4)
    order_results[order] = (Gs_n, full_rates[2])
    if order == 1.0:
        first_order_runs = runs
        full_intercept = extrapolate(*full_rates[:2])[0]
        # Intercept amplifies the small numerical errors about tenfold.
        assert np.isclose(full_intercept, Gs, rtol=3e-3)

# Error amplification, by finite differences and by its formula
step = 1e-5
gain1 = (extrapolate(G1*(1+step), G2)[0]
         - extrapolate(G1*(1-step), G2)[0])/(2*step*Gs)
gain2 = (extrapolate(G1, G2*(1+step))[0]
         - extrapolate(G1, G2*(1-step))[0])/(2*step*Gs)
r1, r2 = np.sqrt(rpm[:2])
assert np.isclose(abs(gain1), Gs/G1*r1/(r2-r1), rtol=1e-5)
assert np.isclose(abs(gain2), Gs/G2*r2/(r2-r1), rtol=1e-5)
rounding = [extrapolate(G1+a, G2+b)[0]
            for a in (-0.05, 0.05) for b in (-0.05, 0.05)]

# Thermal diffusion: straight line, but a changed meaning of its intercept
kappa = fluxes[0]*Gs/Gt[0]
soret_runs = [solve_disk(w, hot, kappa, soret=soret_factor, start=b)
              for w, b in zip(speed, bases)]
soret_flux = np.array([r.y[8, 0] for r in soret_runs])
no_reaction = solve_disk(1.0, hot, 0.0, soret=soret_factor,
                         start=soret_runs[0])
surface_without_loss = no_reaction.y[7, 0]
soret_intercept, soret_slope = extrapolate(*soret_flux[:2])
assert np.isclose(soret_intercept, kappa*surface_without_loss, rtol=3e-3)
soret_third = 1/(1/soret_intercept + soret_slope/np.sqrt(rpm[2]))
assert np.isclose(soret_third, soret_flux[2], rtol=5e-4)

# Physical sizes and effects outside the model
Omega = rpm*2*np.pi/60
pressure = pressure_torr*const.torr
gas_density = pressure/(const.k*T_in)
velocity_unit = np.sqrt(nu*Omega[0])
inlet_fraction = (Gt[0]*1e-6/3600)/(
    gas_density*velocity_unit*fluxes[0]*solid_volume)
assert inlet_fraction < 0.01
pumping = np.array([-b.y[0, -1] for b in bases])*velocity_unit
flow_slm = (pumping*np.pi*radius**2*60000*pressure/const.atm
            * 273.15/T_in)
eta = np.linspace(0, 20, 8001)
profile = first_order_runs[0].sol(eta)
height = cumulative_trapezoid(profile[5], eta, initial=0)
deficit = (1-profile[7])/(1-profile[7, 0])
thickness = height[np.argmax(deficit < 0.01)]*np.sqrt(nu/Omega[0])
reynolds = Omega*radius**2/nu
buoyancy = const.g*(hot-1)/(Omega**1.5*np.sqrt(nu))
k_eV = const.k/const.e
cooling_factor = np.exp(-activation_eV/k_eV
                        * (1/(T_wafer-temperature_drop)-1/T_wafer))
cooled_G2 = balance_rate(Gs*cooling_factor, Gt[1], 1.0)
cooled_intercept = extrapolate(G1, cooled_G2)[0]
fixed_supply_ratio = G2/G1*np.sqrt(speed[1])


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Speed 1", rpm[0], "rpm")
show("Speed 2", rpm[1], "rpm")
show("Growth rate 1", G1, "um/h")
show("Growth rate 2", G2, "um/h")
show("Inverse root speed 1", 1/r1, "rpm^-1/2")
show("Inverse root speed 2", 1/r2, "rpm^-1/2")
show("Inverse growth rate 1", 1/G1, "h/um")
show("Inverse growth rate 2", 1/G2, "h/um")
show("Slope", slope, "h rpm^1/2/um")
show("Intercept", 1/Gs, "h/um")
show("Surface-limited rate", Gs, "um/h")
show("Transport limit at speed 1", Gt[0], "um/h")
show("Transport limit at speed 2", Gt[1], "um/h")
show("Surface/inlet fraction at speed 1", G1/Gs)
show("Surface/inlet fraction at speed 2", G2/Gs)
show("Full-model extrapolated rate", full_intercept, "um/h")
show("Error gain from rate 1", gain1)
show("Error gain from rate 2", gain2)
show("Gs error for independent 1% errors", np.hypot(gain1, gain2), "%")
show("Lowest Gs within data rounding", min(rounding), "um/h")
show("Highest Gs within data rounding", max(rounding), "um/h")
for order, (limit, third) in order_results.items():
    show(f"Gs for reaction order {order:g}", limit, "um/h")
    show(f"Rate at {rpm[2]:.0f} rpm, order {order:g}", third, "um/h")
show("Inlet temperature", T_in, "K")
show("Wafer temperature", T_wafer, "K")
show("Pressure", pressure_torr, "Torr")
show("Inlet kinematic viscosity", nu*1e4, "cm2/s")
show("Disk radius", radius*1000, "mm")
show("Schmidt number", schmidt)
show("Prandtl number", prandtl)
show("Solid volume per precursor atom", solid_volume*1e27, "nm3")
show("Dimensionless absorbing flux, speed 1", fluxes[0])
show("Relative shift, domain 20 to 28", domain_shift, digits=2)
show("Required inlet mole fraction", inlet_fraction, digits=3)
show("99% composition-layer height, speed 1", thickness*1000, "mm", 3)
show("Carrier flow needed at speed 1", flow_slm[0], "slm", 3)
show("Carrier flow needed at speed 2", flow_slm[1], "slm", 3)
show("Reynolds number at speed 1", reynolds[0], digits=3)
show("Reynolds number at speed 2", reynolds[1], digits=3)
show("Buoyancy number Gr/Re^1.5 at speed 1", buoyancy[0], digits=3)
show("Buoyancy number Gr/Re^1.5 at speed 2", buoyancy[1], digits=3)
show("Assumed thermal-diffusion factor", soret_factor)
show("Surface/inlet fraction without reaction", surface_without_loss)
show("Assumed activation energy", activation_eV, "eV")
show("Assumed wafer cooling at speed 2", temperature_drop, "K")
show("Apparent Gs with that cooling", cooled_intercept, "um/h")
show("Rate ratio corrected for fixed supply", fixed_supply_ratio)
show("Largest rate ratio allowed by model", r2/r1)
print("all tests passed")
```

It prints:

```
Speed 1: 400 rpm
Speed 2: 900 rpm
Growth rate 1: 2 um/h
Growth rate 2: 2.5 um/h
Inverse root speed 1: 0.05 rpm^-1/2
Inverse root speed 2: 0.03333 rpm^-1/2
Inverse growth rate 1: 0.5 h/um
Inverse growth rate 2: 0.4 h/um
Slope: 6 h rpm^1/2/um
Intercept: 0.2 h/um
Surface-limited rate: 5 um/h
Transport limit at speed 1: 3.333 um/h
Transport limit at speed 2: 5 um/h
Surface/inlet fraction at speed 1: 0.4
Surface/inlet fraction at speed 2: 0.5
Full-model extrapolated rate: 5 um/h
Error gain from rate 1: -5
Error gain from rate 2: 6
Gs error for independent 1% errors: 7.81 %
Lowest Gs within data rounding: 4.018 um/h
Highest Gs within data rounding: 6.63 um/h
Gs for reaction order 0.5: 4.183 um/h
Rate at 1600 rpm, order 0.5: 2.823 um/h
Gs for reaction order 1: 5 um/h
Rate at 1600 rpm, order 1: 2.857 um/h
Gs for reaction order 2: 5.836 um/h
Rate at 1600 rpm, order 2: 2.876 um/h
Inlet temperature: 300 K
Wafer temperature: 800 K
Pressure: 76 Torr
Inlet kinematic viscosity: 10 cm2/s
Disk radius: 100 mm
Schmidt number: 2.5
Prandtl number: 0.7
Solid volume per precursor atom: 0.045 nm3
Dimensionless absorbing flux, speed 1: 0.2212
Relative shift, domain 20 to 28: 1.5e-07
Required inlet mole fraction: 0.000186
99% composition-layer height, speed 1: 27.5 mm
Carrier flow needed at speed 1: 28.7 slm
Carrier flow needed at speed 2: 43 slm
Reynolds number at speed 1: 419
Reynolds number at speed 2: 942
Buoyancy number Gr/Re^1.5 at speed 1: 1.91
Buoyancy number Gr/Re^1.5 at speed 2: 0.565
Assumed thermal-diffusion factor: 1
Surface/inlet fraction without reaction: 0.7691
Assumed activation energy: 1 eV
Assumed wafer cooling at speed 2: 5 K
Apparent Gs with that cooling: 3.886 um/h
Rate ratio corrected for fixed supply: 1.875
Largest rate ratio allowed by model: 1.5
all tests passed
```
